\section*{Transmission zero and Fano line of a side-coupled level}

\section{A level beside the wire}

An electron travels along a narrow wire. Beside the wire sits a small quantum dot or an adsorbed atom with one level in the relevant energy range, and the electron can hop onto this level and back. The level offers a detour, not a passage: whatever enters it must return to the same point of the wire. How does the detour change the transmission probability $T(E)$?

Two energies could matter. One is the bare energy $E_d$ that the level has when it is detached. The other is the energy of the resonance formed when it is attached, which is in general shifted. For a wire modelled as a chain one orbital wide, we shall find that transmission vanishes at the bare energy, and that the line around this zero has the Fano form, with an asymmetry parameter tied to the transmission of the wire without the level.

\section{Model and conventions}

The wire is a chain of orthonormal orbitals with amplitudes $\psi_n$. Electrons do not interact, there is no loss, and $\hbar=1$. Far to the left and right the chain is uniform, with site energy zero and hopping $-t$, $t>0$. A plane wave $e^{ikn}$ there has energy and velocity (in sites per unit time)
\begin{equation}
E=-2t\cos k,\qquad v=\frac{dE}{dk}=2t\sin k=\sqrt{4t^2-E^2},
\end{equation}
with $0<k<\pi$, so that $v>0$ and $E$ lies inside the band. In between, a finite number of sites may have other energies $\epsilon_n$ and other real, nonzero bonds $h_{n,n+1}$.

The level, with amplitude $\psi_d$, couples to site 0 alone by a real $V\neq0$. The left and right parts of the wire are joined only through site 0. The stationary equations for the level and for site 0 are
\begin{align}
(E-E_d)\psi_d&=V\psi_0, \label{level}\\
(E-\epsilon_0)\psi_0&=h_{0,-1}\psi_{-1}+h_{01}\psi_1+V\psi_d. \label{site}
\end{align}

We also need the current. From $i\dot\psi_0=\sum_m h_{0m}\psi_m$, the probability on site 0 changes at the rate $2\,\mathrm{Im}(\psi_0^*\sum_m h_{0m}\psi_m)$. The term with $m=1$ is the inflow from site 1, so the current from 0 to 1 is
\begin{equation}
J_{0\to1}=-2\,\mathrm{Im}(\psi_0^*h_{01}\psi_1). \label{current}
\end{equation}
For $h_{01}=-t$ and a plane wave of unit amplitude this gives $2t\sin k=v$, as it should.

\section{Why the zero is at the bare energy}

Put $E=E_d$ in \eqref{level}. The left side vanishes, and since $V\neq0$,
\begin{equation}
\psi_0=0\qquad (E=E_d).
\end{equation}
The wavefunction has a node at the attachment site. By \eqref{current} the current from site 0 to site 1 is zero. In a stationary, lossless state the same current flows through every bond on the right, including those of the uniform lead, where it equals $v$ times the transmitted intensity. Hence
\begin{equation}
T(E_d)=0.
\end{equation}
Nothing was assumed about the scatterers in the wire or the strength of $V$. The argument does use the single point of attachment and the absence of any path around site 0. A wire more than one orbital wide offers such a path. For a two-leg ladder with $t=2$ eV, rung hopping $-2$ eV and the level coupled to one leg by $V=0.4$ eV, take $E_d=-3$ eV, where only one channel is open: the closed channel moves the zero 0.026 eV below $E_d$, more than the half-width of about 0.02 eV, and $T(E_d)=0.625$. At $E_d=0.5$ eV both channels are open and the total transmission falls only from 2 to 1.

The level itself is not empty at this energy. Its amplitude is what holds $\psi_0$ at zero against the incoming wave; its size follows once the incoming wave has been written as a source.

\section{Eliminating the two half-wires}

To obtain the whole line we reduce the problem to site 0. Start on the right, where there is only an outgoing wave. In the uniform lead $\psi_{n+1}=e^{ik}\psi_n$, so the lead contributes $-t\psi_{n+1}=s\psi_n$ to the equation of its neighbour $n$, with
\begin{equation}
s=-te^{ik}=\frac{E}{2}-\frac{iv}{2}. \label{lead}
\end{equation}

On the left there is also an incident wave of unit amplitude. Let $n$ be the site next to the left lead, and let the reflected amplitude be $r$, so that $\psi_n=1+r$ when phases are counted from this site. Then $\psi_{n-1}=e^{-ik}+re^{ik}=e^{-ik}+(\psi_n-1)e^{ik}$, and
\begin{equation}
-t\psi_{n-1}=s\psi_n+S,\qquad S=t(e^{ik}-e^{-ik})=iv. \label{source}
\end{equation}
The self-energy is the same as on the right; the incident wave adds a source $S$. Define the broadening $\Gamma=-2\,\mathrm{Im}\,s$. At this stage $\Gamma=v$ and $|S|^2=v^2$, so $|S|^2=v\Gamma$.

Now move inward by one site. Let site $m$ have energy $\epsilon$, let the part beyond it contribute $s\psi_m+S$, and let $h$ be the bond to the next site inward, $m'$. Then
\begin{equation}
D\psi_m=S+h\psi_{m'},\qquad D=E-\epsilon-s,
\end{equation}
and the contribution of site $m$ to the equation of $m'$ is
\begin{equation}
h\psi_m=s'\psi_{m'}+S',\qquad s'=\frac{h^2}{D},\quad S'=\frac{hS}{D}. \label{recursion}
\end{equation}
Since $\mathrm{Im}\,D=-\mathrm{Im}\,s=\Gamma/2>0$, $D$ cannot vanish. Its inverse has imaginary part $-\Gamma/(2|D|^2)$, so
\begin{equation}
\Gamma'=\frac{h^2\Gamma}{|D|^2},\qquad |S'|^2=\frac{h^2|S|^2}{|D|^2}. \label{gammarec}
\end{equation}
Both quantities acquire the same factor. The relation $|S|^2=v\Gamma$ therefore survives each step, whatever scatterers are passed. The right side obeys the same recursion with $S=0$.

On arrival at site 0 we have self-energies $\Sigma_L,\Sigma_R$, broadenings $\Gamma_L,\Gamma_R>0$, and a source with
\begin{equation}
|S|^2=v\Gamma_L. \label{flux}
\end{equation}

\section{Transmission without and with the level}

Without the level, \eqref{site} becomes $(E-\epsilon_0-\Sigma_L-\Sigma_R)\psi_0=S$, or $\psi_0=gS$ with the retarded Green function of site 0,
\begin{equation}
g=\frac{1}{E-\epsilon_0-\Sigma_L-\Sigma_R}. \label{g}
\end{equation}
On the right $h_{01}\psi_1=\Sigma_R\psi_0$, so by \eqref{current} the transmitted current is $-2\,\mathrm{Im}\,\Sigma_R\,|\psi_0|^2=\Gamma_R|\psi_0|^2$. Dividing by the incident current $v$ and using \eqref{flux} gives the background transmission
\begin{equation}
T_b=\frac{\Gamma_R|g|^2|S|^2}{v}=\Gamma_L\Gamma_R|g|^2. \label{tb}
\end{equation}

With the level, and for $E\neq E_d$, \eqref{level} gives $V\psi_d=V^2\psi_0/(E-E_d)$. Site 0 now obeys
\begin{equation}
\left[\frac1g-\frac{V^2}{E-E_d}\right]\psi_0=S .
\end{equation}
Thus $\psi_0=GS$, with
\begin{equation}
G=\frac{g\,(E-E_d)}{E-E_d-V^2g}. \label{G}
\end{equation}
The half-wires have not changed, so \eqref{tb} holds with $G$ in place of $g$:
\begin{equation}
T=T_b\,\frac{(E-E_d)^2}{|E-E_d-V^2g|^2}. \label{T}
\end{equation}
At $E=E_d$ the denominator is $V^4|g|^2\neq0$, and the formula reproduces the zero found from the node.

The same result can be read as interference. Adding and subtracting $V^2g$ in the numerator of \eqref{G} gives
\begin{equation}
G=g+g\,V\,\frac{1}{E-E_d-V^2g}\,V\,g .
\end{equation}
The first term is propagation past the level; the second contains every visit to it. At $E=E_d$ the second term equals $gV^2g/(-V^2g)=-g$ and cancels the first. The shift of the resonance does not move the zero, because the same $V^2g$ that shifts and broadens the resonance also sets the strength of the detour.

The level amplitude at the zero follows from \eqref{site}. With $\psi_0=0$ it reads $0=S+V\psi_d$, so
\begin{equation}
|\psi_d|^2=\frac{|S|^2}{V^2}=\frac{v\Gamma_L}{V^2}\qquad(E=E_d). \label{psid}
\end{equation}
This is the intensity on the level relative to that of the incident wave on one site, not an electron occupation. It grows as $1/V^2$ when the coupling is weakened, because $V\psi_d$ must still cancel the same incoming drive.

\section{The Fano form}

Write $g=g'+ig''$ with real $g',g''$. The imaginary part of $1/g$ is $(\Gamma_L+\Gamma_R)/2$ by \eqref{g}, and it is also $-g''/|g|^2$. Therefore
\begin{equation}
-g''=\tfrac12|g|^2(\Gamma_L+\Gamma_R)>0. \label{im}
\end{equation}
This allows us to define a positive half-width $\gamma$, a reduced energy $e$ and an asymmetry parameter $q$:
\begin{equation}
\gamma=-V^2g'',\qquad e=\frac{E-E_d-V^2g'}{\gamma},\qquad q=-\frac{g'}{g''}. \label{defs}
\end{equation}
The denominator of \eqref{T} contains
\begin{equation}
E-E_d-V^2g=(E-E_d-V^2g')-iV^2g''=\gamma(e+i).
\end{equation}
For the numerator, solve the definition of $e$ for $E-E_d$ and note that $V^2g'/\gamma=-g'/g''=q$:
\begin{equation}
E-E_d=\gamma e+V^2g'=\gamma(e+q).
\end{equation}
The factors $\gamma^2$ cancel, and
\begin{equation}
\boxed{T=T_b\,\frac{(e+q)^2}{e^2+1}}. \label{fano}
\end{equation}
The Fano fraction is thus the ratio $T/T_b$, not $T$ itself. The resonance is centred at $e=0$ and the zero lies at $e=-q$, which is the energy $E_d$.

Equation \eqref{fano} holds at every energy in the band, with $T_b$, $q$ and $\gamma$ taken at that energy. It describes a curve with constant parameters when $g$ and $T_b$ change little across the line.

\section{What the background says about $q$}

From \eqref{defs}, $1+q^2=|g|^2/g''^2$. Insert \eqref{im}, and then $|g|^2=T_b/(\Gamma_L\Gamma_R)$ from \eqref{tb}:
\begin{equation}
1+q^2=\frac{4}{|g|^2(\Gamma_L+\Gamma_R)^2}=\frac{A}{T_b},\qquad
A=\frac{4\Gamma_L\Gamma_R}{(\Gamma_L+\Gamma_R)^2}\le1. \label{q}
\end{equation}
If the two half-wires broaden site 0 equally, $A=1$ and
\begin{equation}
q^2=\frac{1-T_b}{T_b}=\frac{R_b}{T_b}, \label{qsym}
\end{equation}
where $R_b$ is the background reflection. In this case the background transmission fixes $|q|$. For unequal half-wires the factor $A$ is needed as well. The sign of $q$ is that of $g'$, since $g''<0$, and $T_b$ does not contain it.

The factor $A$ also limits the transmission. By the Cauchy--Schwarz inequality $(e+q)^2\le(e^2+1)(1+q^2)$, with equality for $eq=1$. Hence
\begin{equation}
T\le T_b(1+q^2)=A,
\end{equation}
and $T=A$ where $e=1/q$, provided that $q\neq0$ and that an energy with $eq=1$ lies in the band. With equal half-wires, a level beside a partly reflecting wire can make it fully transparent at one energy and opaque at another.

Two limits show the range of shapes for constant parameters. If $T_b=A$, then $q=0$ and $T=Ae^2/(e^2+1)$, a symmetric dip. If $T_b\ll A$, then $|q|\gg1$; for $|e|\ll|q|$, $T\approx T_bq^2/(e^2+1)\approx A/(e^2+1)$, a Lorentzian peak skewed by a relative correction of about $2e/q$ (some 20\% at $e=\pm1$ for $|q|=10$), with the zero many half-widths away.

\section{One impurity in a uniform wire}

Let the wire be uniform except for the energy $\epsilon_0=U$ of the attachment site. Both self-energies are then given by \eqref{lead}, their sum is $E-iv$, and
\begin{equation}
g=\frac{1}{iv-U}=\frac{-U-iv}{U^2+v^2}.
\end{equation}
With $\Gamma_L=\Gamma_R=v$ this yields
\begin{equation}
T_b=\frac{v^2}{U^2+v^2},\qquad q=-\frac Uv,\qquad \gamma=\frac{V^2v}{U^2+v^2}. \label{uniform}
\end{equation}
Changing the sign of $U$ leaves $T_b$ unchanged and reverses $q$.

The peak can be located without freezing any parameter. Since $1/G=iv-U-V^2/(E-E_d)$,
\begin{equation}
T=v^2|G|^2=\frac{v^2}{v^2+\left[U+V^2/(E-E_d)\right]^2}.
\end{equation}
This equals one when the bracket vanishes, at
\begin{equation}
E_{\rm peak}=E_d-\frac{V^2}{U}, \label{peak}
\end{equation}
provided that this energy is in the band. There the level acts on site 0 as an added energy $-U$ and cancels the impurity.

\section{Numbers}

Take $t=2$ eV, $U=3$ eV, $E_d=0.5$ eV and $V=0.4$ eV. These are round model values. At $E=E_d$,
\begin{align}
v&=\sqrt{16-0.25}=3.969\ \text{eV},\\
T_b&=\frac{15.75}{9+15.75}=0.636,\qquad q=-\frac{3}{3.969}=-0.756.
\end{align}
The reflection gives the same magnitude, $\sqrt{0.3636/0.6364}=0.756$. The Green function has $g'=-0.1212$ and $g''=-0.16035$ eV$^{-1}$, so
\begin{align}
\gamma&=0.16\times0.16035=0.0257\ \text{eV}=9.43\times10^{-4}\ \text{hartree},\\
E_d+V^2g'&=0.5-0.16\times0.1212=0.4806\ \text{eV}.
\end{align}
The resonance is shifted down by 0.019 eV; the zero stays at 0.5 eV. The peak, with $T=1$, is at $0.5-0.16/3=0.4467$ eV. A linear conductance averages $T(E)$ over the thermal window of the Fermi function, so the zero and the peak are seen only for $k_BT\ll\gamma$. Here $\gamma$ is about $k_BT$ at 300 K, where the average is 0.38 with the Fermi level at the zero and 0.73 at the peak; at 30 K it is 0.014 and 0.995. At the zero, \eqref{psid} gives $|\psi_d|^2=15.75/0.16=98.4$ for an incident wave of unit amplitude.

The table compares two transmissions. For $T_{\rm wave}$ the linear equations for $\psi_0$ and $\psi_d$ were solved numerically at each energy, with the incident wave as source. For $T_{\rm const}$ the parameters in \eqref{fano} were frozen at their values for $E=E_d$, and $e$ is the reduced energy with these frozen values.

\begin{center}
\begin{tabular}{rrrr}
$e$ & $E$ (eV) & $T_{\rm wave}$ & $T_{\rm const}$\\
\hline
$-4.000$ & 0.3780 & 0.8476 & 0.8467\\
$-2.000$ & 0.4293 & 0.9668 & 0.9667\\
$-1.323$ & 0.4467 & 1.0000 & 1.0000\\
0.000 & 0.4806 & 0.3639 & 0.3636\\
0.756 & 0.5000 & 0.0000 & 0.0000\\
2.000 & 0.5319 & 0.1967 & 0.1970\\
4.000 & 0.5832 & 0.3926 & 0.3939
\end{tabular}
\end{center}

One can also extract $q$ from the line alone. A least-squares fit of the Fano form to $T_{\rm wave}$ within 0.15 eV of $E_d$, with centre, half-width, $q$ and background all free, gives $q=-0.758$ and a half-width of 0.0257 eV.

The error of frozen parameters has a simple scaling. Put $E-E_d=V^2x$ in \eqref{T}; then $T=T_bx^2/|x-g|^2$, with $T_b$ and $g$ taken at $E_d+V^2x$. Fixed $e$ means fixed $x$, so replacing these functions by their values at $E_d$ makes an error whose leading term is proportional to $V^2$, unless its coefficient happens to vanish. On a grid over $|e|\le5$, the largest absolute error in $T$ is $1.9\times10^{-3}$, $4.4\times10^{-4}$ and $1.1\times10^{-4}$ for $V=0.4$, 0.2 and 0.1 eV. The last halving reduces it by a factor 4.08, close to the leading-order factor 4.

\section{Unequal half-wires}

Keep $t$ and $E_d$, but place four sites with energies 1.5, 0, 1 and 0 eV between the leads, joined by hoppings $-2$, $-2$ and $-1.2$ eV. The level is attached to the third site. On the right, one step of \eqref{gammarec} is needed. For a site of zero energy next to the lead, $D=E+te^{ik}=-te^{-ik}$, so $|D|^2=t^2$ and, at $E=E_d$,
\begin{equation}
\Gamma_R=\frac{1.2^2\times3.969}{4}=1.429\ \text{eV}.
\end{equation}
Two steps on the left give $\Gamma_L=2.838$ eV. Then
\begin{equation}
A=\frac{4\times2.838\times1.429}{(2.838+1.429)^2}=0.891.
\end{equation}
Equations \eqref{g} and \eqref{tb} give $T_b=0.480$, and \eqref{q} gives $|q|=\sqrt{0.8909/0.4796-1}=0.926$; the sign, from $g'$, is negative. The symmetric formula \eqref{qsym} would give 1.042, too large by about 12\% of the true magnitude.

\section{When the zero moves or fills}

\subsection*{A second point of attachment}

Return to the uniform wire with its impurity, and let the level couple also to site 1, by a real $V_1$. Then $\psi_d=(V\psi_0+V_1\psi_1)/(E-E_d)$. Inserted into the equation of site 0, the term $V\psi_d$ adds to the bond between sites 0 and 1, which becomes
\begin{equation}
h_{\rm eff}=-t+\frac{VV_1}{E-E_d}.
\end{equation}
The level also changes the energies of the two sites, but the wire is cut where $h_{\rm eff}=0$, at
\begin{equation}
E=E_d+\frac{VV_1}{t}.
\end{equation}
For $V_1=0.2$ eV this is $0.5+0.08/2=0.54$ eV. At the bare energy the level equation now demands only $V\psi_0+V_1\psi_1=0$, which does not force a node, and the numerical solution of the wave equations gives $T=0.326$ there.

\subsection*{Loss from the level}

Let an electron on the level escape elsewhere, described by $E_d\to E_d-i\eta$ with $\eta>0$. Then $E-E_d$ in \eqref{G} becomes $E-E_d+i\eta$. At $E=E_d$ the denominator is $i\eta-V^2g=i(\eta+\gamma)-\gamma q$, because $V^2g'=\gamma q$. Hence
\begin{equation}
T(E_d)=T_b\,\frac{\eta^2}{(\eta+\gamma)^2+\gamma^2q^2}.
\end{equation}
The detour no longer cancels the direct path. For $\eta=0.01$ eV in the uniform wire with one attachment,
\begin{equation}
T(E_d)=\frac{0.6364\times0.01^2}{0.0357^2+(0.0257\times0.756)^2}\approx0.039.
\end{equation}
Here $\eta$ is about $0.4\gamma$, and the probability on the isolated level would decay at the rate $2\eta$. No zero appears at any other energy either, because the numerator of \eqref{T} is now $(E-E_d)^2+\eta^2>0$. For $\eta\ll\gamma$ the formula gives $T(E_d)/T_b\approx\eta^2/[\gamma^2(1+q^2)]\ll1$, a deep dip but no zero. For $\eta\gg\gamma(1+|q|)$ the transmission at $E_d$ returns to $T_b$: the level is then too short-lived to block the wire.

Numbers in the example were calculated in double precision.
